# Thickness of a Completely Wetting Film Below Bulk Coexistence: Two Derivations, part 1

(Sections cited here and not found follow in the second part.)

## First half: the film as a slab that minimizes its grand potential

### The decision and the result

A simulation of a film in contact with its vapour needs three choices before it starts: how tall the cell must be, how accurately the chemical potential must be set, and at what distance the pair attraction may be cut off. All three depend on how thick the equilibrium film becomes as the vapour approaches saturation. For a film that wets its substrate completely, the answer is

$$l_0=\left(\frac{A}{\delta\mu}\right)^{1/3}. \tag{1}$$

Here $l_0$ is the film thickness at leading order for thick films. The undersaturation $\delta\mu=\mu_0-\mu>0$ is the amount by which the chemical potential $\mu$ lies below its value $\mu_0$ at coexistence of bulk film material and bulk vapour. The constant $A>0$ measures the excess attraction of the substrate: a film atom at height $z$ has the energy

$$V(z)=-\frac{A}{z^3} \tag{2}$$

relative to the same atom at the same height above a half-space of film material. The word "excess" matters. A substrate that attracted film atoms just as strongly as the film material does would have $A=0$, however strong that attraction was. If the film consists of molecules, "atom" is to be read as "molecule".

Equation (1) answers the three questions. Reducing $\delta\mu$ tenfold makes the film $10^{1/3}\approx2.15$ times thicker, and the cell must have room for it. Taking the logarithm of (1) and differentiating gives

$$\frac{dl_0}{l_0}=\frac13\left(\frac{dA}{A}-\frac{d\delta\mu}{\delta\mu}\right), \tag{3}$$

so a thickness good to 1 % needs an undersaturation good to 3 %. That is 3 % of the small difference $\delta\mu$, and not of $\mu$ itself. The cutoff is taken up once the thickness condition has been derived.

### Where the inverse cube comes from

Let two atoms a distance $r$ apart attract each other with the energy $-C/r^6$, the unretarded dispersion law, and let these pair energies add. The substrate fills $z<0$ with number density $n_s$. For an atom at height $z$, a substrate element at vertical distance $h\ge z$ and lateral distance $s$ lies at $r^2=s^2+h^2$. The total energy is

$$U(z)=-n_sC\int_z^\infty dh\int_0^\infty\frac{2\pi s\,ds}{(s^2+h^2)^3}.$$

With $t=s^2+h^2$ and $dt=2s\,ds$, the inner integral is

$$\pi\int_{h^2}^{\infty}\frac{dt}{t^3}=\frac{\pi}{2h^4}.$$

The outer integral is then

$$\int_z^\infty\frac{\pi}{2h^4}\,dh=\frac{\pi}{6z^3},$$

and therefore $U(z)=-\pi n_sC/(6z^3)$.

Let $C_{sf}$ describe a substrate–film pair and $C_{ff}$ a film–film pair, and let $n$ be the density of the film. Subtracting the energy above a half-space of film material from the energy above the substrate gives (2) with

$$A=\frac{\pi}{6}\left(n_sC_{sf}-nC_{ff}\right). \tag{4}$$

Tables usually list Hamaker constants, defined by $H_{sf}=\pi^2n_snC_{sf}$ and $H_{ff}=\pi^2n^2C_{ff}$. Hence $n_sC_{sf}=H_{sf}/(\pi^2n)$ and $nC_{ff}=H_{ff}/(\pi^2n)$, and (4) becomes

$$A=\frac{H_{sf}-H_{ff}}{6\pi n}. \tag{5}$$

The unit of $A$ is energy times volume, so $A/\delta\mu$ is a volume and its cube root is a length, as (1) requires.

### The grand potential of a slab

Describe the film as a uniform slab, $0<z<l$, with a sharp upper surface and with vapour of density $n_v$ above it. At fixed temperature and chemical potential, equilibrium minimizes the grand potential. Let $\omega(l)$ be the grand potential per unit area, and raise the surface by $dl$. A layer of volume $dl$ per unit area then changes from vapour to film. Two terms contribute.

The first would be present if film material continued below $z=0$. A bulk phase has the grand potential $-p(\mu)$ per unit volume, where $p$ is its pressure, and at fixed temperature $dp/d\mu$ equals its number density. The two phases have the same pressure $p_0$ at $\mu_0$. To first order in $\delta\mu$ their pressures at $\mu_0-\delta\mu$ are

$$p_f=p_0-n\,\delta\mu,\qquad p_v=p_0-n_v\,\delta\mu .$$

Changing vapour into film therefore costs $-p_f+p_v=(n-n_v)\,\delta\mu$ per unit volume. This cost is positive because the condensed phase is not the stable bulk phase below coexistence.

The second term corrects for the substrate that really lies below $z=0$. It gives each atom at height $l$ the additional energy $-A/l^3$. The new layer contains $(n-n_v)\,dl$ more atoms per unit area than the vapour it replaces, so the correction is $-(n-n_v)(A/l^3)\,dl$. Adding both terms gives

$$\frac{d\omega}{dl}=(n-n_v)\left(\delta\mu-\frac{A}{l^3}\right). \tag{6}$$

The tension of the upper surface is absent because it does not depend on the height of a flat surface. The density difference multiplies both terms. It therefore cancels from the equilibrium condition at this order, even when the vapour is dense.

Setting (6) to zero gives $l^3=A/\delta\mu$, which is (1). To see what kind of stationary point this is, differentiate (6) once more:

$$\frac{d^2\omega}{dl^2}=\frac{3(n-n_v)A}{l^4}. \tag{7}$$

This is positive for $A>0$, so the stationary point is a minimum. A thinner film attracts more material and a thicker one evaporates. The restoring stiffness falls as $l^{-4}$, so thick films are held in place weakly.

If $A<0$, the bracket in (6) is $\delta\mu+|A|/l^3$, which is positive at every thickness. The film then thins until short-range forces, which (2) leaves out, take over.

The cutoff can now be judged. If pair forces are cut off at a distance $r_c$, the substrate exerts no excess attraction on atoms with $z>r_c$. For $l>r_c$ equation (6) reduces to $d\omega/dl=(n-n_v)\,\delta\mu>0$, and in this description no equilibrium film is thicker than $r_c$. A simulation that is to show the cube-root law must therefore either place the cutoff far beyond the thickest film of interest or restore the missing tail, which for atoms at $z>r_c$ is the field (2).

### Why $A>0$ is not sufficient for complete wetting

Integrating (6) and measuring $\omega$ from its value for an infinitely thick film at coexistence gives

$$\omega(l)-\omega_\infty=(n-n_v)\left(\delta\mu\,l+\frac{A}{2l^2}\right). \tag{8}$$

The second term follows from $-\int A\,l^{-3}\,dl=A/(2l^2)$. At the minimum $A/l_0^2=\delta\mu\,l_0$, so the bracket equals $\tfrac32\,\delta\mu\,l_0$ and

$$\omega(l_0)-\omega_\infty=\tfrac32(n-n_v)\,\delta\mu\,l_0=\tfrac32(n-n_v)A^{1/3}\delta\mu^{2/3}. \tag{9}$$

This vanishes at coexistence. Suppose that at coexistence the bare substrate, and every film only a few atoms thick, have a grand potential higher than $\omega_\infty$ by at least some fixed positive amount. Close enough to coexistence, (9) is smaller than that amount and the thick film is the equilibrium state. This is the content of "completely wetting". If instead short-range forces give some thin film a grand potential below $\omega_\infty$, that thin film is the equilibrium state near coexistence, and (1) describes at best a metastable film. The sign of $A$ decides whether a thick film is locally stable. It does not decide which minimum is the lowest.

### A crystal film grows in steps

A crystal with sharp layers cannot change its thickness continuously. Take a simple cubic film with layer spacing $d$ on a substrate that has the same lattice but different pair energies, and write $\Delta C=C_{sf}-C_{ff}$. An atom in film layer $N$ sees the replaced planes at the distances $kd$ with $k=N,N+1,\dots$. A plane with $d^{-2}$ atoms per unit area, treated as continuous, contributes $d^{-2}\,\Delta C\,\pi/[2(kd)^4]$, by the inner integral found above. The excess binding of an atom in layer $N$ is

$$g_N=\frac{\pi\,\Delta C}{2d^6}\sum_{k=N}^{\infty}\frac1{k^4}.$$

The midpoint rule replaces each term by an integral over the unit interval centred on it, so that

$$\sum_{k=N}^\infty\frac1{k^4}\approx\int_{N-1/2}^\infty\frac{dk}{k^4}=\frac{1}{3(N-\frac12)^3}.$$

With both densities equal to $d^{-3}$, equation (4) gives $A=\pi\Delta C/(6d^3)$, and hence

$$g_N\approx\frac{A}{[(N-\frac12)d]^3}. \tag{10}$$

Layer $N$ lowers the grand potential if $g_N>\delta\mu$, which means $N<l_0/d+\tfrac12$. Within approximation (10), the number of layers is therefore $l_0/d$ rounded to the nearest integer, and the cube-root law runs through the middle of a staircase. With the explicit lattice sum the steps lie slightly higher: layer 1 appears at $l_0/d=0.65$ instead of 0.5, and layer 4 at 3.55 instead of 3.5. A sum over explicit lattice sites gives 0.9945 times the value (10) for layer 10. Minimizing the total energy over whole numbers of layers gives 3, 6, 9 and 15 layers for $l_0/d=3.2$, 5.8, 9.3 and 14.7. This staircase belongs to flat, complete layers. Thermal roughness of the surface, which blurs it, is not included.

### Strain ends complete wetting

An epitaxial film may be forced to adopt the lateral lattice spacing of its substrate. Let the misfit strain be $f$ in both in-plane directions, let the film be elastically isotropic with Young modulus $E$ and Poisson ratio $\nu$, and let its upper surface be free, so that the normal stress vanishes. Hooke's law for the equal in-plane stresses $\sigma_\parallel$ reads $f=(\sigma_\parallel-\nu\sigma_\parallel)/E$, which gives $\sigma_\parallel=Mf$ with the biaxial modulus $M=E/(1-\nu)$. The energy density is half of stress times strain, summed over two directions:

$$\tfrac12(\sigma_\parallel f+\sigma_\parallel f)=Mf^2 .$$

Each film atom thus costs an additional

$$e_s=\frac{Mf^2}{n}. \tag{11}$$

For a crystal in dilute vapour, $n_v\ll n$, this cost adds to $\delta\mu$ in (6), and the thickness becomes

$$l=\left(\frac{A}{\delta\mu+e_s}\right)^{1/3}. \tag{12}$$

At coexistence this equals $(A/e_s)^{1/3}$, which is finite. A coherently strained film therefore does not wet completely, even if $A>0$. Within (12) the uniform film would become infinitely thick at $\delta\mu=-e_s$, on the supersaturated side. Relaxed bulk crystal is already stable against vapour for any $\delta\mu<0$. Between these two limits, a thin uniform film coexists with a driving force to form relaxed crystal elsewhere. This is the thermodynamic basis of Stranski–Krastanov growth, in which islands form on a thin wetting layer. The pure cube-root law requires a film without a strain cost that grows with its thickness. Liquid films and lattice-matched crystal films meet this condition. A crystal film that is relaxed or not locked to the substrate lattice has no such cost, but it still need not wet completely. Its interface with the substrate must cost little enough, and it can strain laterally in response to the net stress $\tau$ of its surface and interface. A lateral strain $\varepsilon$ adds $Ml\varepsilon^2+2\tau\varepsilon$ to $\omega$, which is lowest at $\varepsilon=-\tau/(Ml)$ with the value $-\tau^2/(Ml)$. This gain decays more slowly than $nA/(2l^2)$, so the thickness at coexistence is finite, $l=nAM/\tau^2$. It is about 17 nm for $nA=5.3\times10^{-3}$ eV, $M=2$ GPa and $\tau=0.01$ N/m. The cube-root law describes such a film only well below that thickness.

## Second half: the film surface as a diffuse interface in balance

### Symbols and results carried over

The film has thickness $l$ and number density $n$, and its vapour has density $n_v$. The undersaturation is $\delta\mu=\mu_0-\mu>0$. The substrate gives each atom or molecule the excess energy $V(z)=-A/z^3$, with $A=(H_{sf}-H_{ff})/(6\pi n)$ in terms of Hamaker constants. Minimizing the grand potential of a sharp slab gave $l_0=(A/\delta\mu)^{1/3}$, with the stiffness $\omega''=3(n-n_v)A/l^4$ per unit area. A coherent strain energy $e_s$ per atom replaces $\delta\mu$ by $\delta\mu+e_s$.

### Force balance without a sharp surface

The surface of a liquid film is not sharp. Its density $\rho(z)$ falls smoothly from the liquid value $n$ to the vapour value $n_v$. The second derivation uses this profile and never assigns a grand potential to a slab. It starts from a mean-field functional with a gradient term,

$$\Omega[\rho]=\int\left[f(\rho)+\frac{\kappa}{2}\rho'^2+(V-\mu)\rho\right]dz, \tag{13}$$

where $f$ is the free energy density of the uniform fluid, $\kappa>0$ sets the cost of a density gradient, and a prime on $\rho$ means $d/dz$. Varying $\rho$ and integrating the gradient term by parts gives

$$f'(\rho)-\kappa\rho''=\mu-V(z)=\mu_0-\delta\mu+\frac{A}{z^3}.$$

Now define $w(\rho)=f(\rho)-\mu_0\rho$ and the net field

$$u(z)=\frac{A}{z^3}-\delta\mu .$$

The condition becomes $w'(\rho)-\kappa\rho''=u(z)$. Multiplying it by $\rho'$ turns the left side into a total derivative:

$$\frac{d}{dz}\left[w(\rho)-\frac{\kappa}{2}\rho'^2\right]=u(z)\,\rho'(z). \tag{14}$$

Integrate (14) from a point $a$ inside the liquid to a point $b$ in the vapour. Both points lie several interface widths from the surface, but close to it compared with $l$. At bulk coexistence the two phases have equal pressure, so $w(n)=w(n_v)=-p_0$, and both densities are minima of $w$. At $a$ and $b$ the weak field shifts the density by an amount proportional to $u$. Because $w$ is stationary there, its value changes only in proportion to $u^2$. The gradients at $a$ and $b$ are proportional to $du/dz$, and their squares are also of second order. To first order in the field, the left side of the integrated equation vanishes, and

$$\int_a^b\left(\frac{A}{z^3}-\delta\mu\right)(-\rho')\,dz=0. \tag{15}$$

The weight $-\rho'$ is concentrated in the interface, and its integral is $n-n_v$. Dividing by this integral defines an average over the interface, written $\langle\dots\rangle$, and (15) reads

$$\left\langle\frac{A}{z^3}\right\rangle=\delta\mu. \tag{16}$$

The interface rests where the pull of the substrate, averaged over the interface, balances the undersaturation. For a narrow interface at $z=l$ this is $A/l^3=\delta\mu$, the result of the first derivation. The density difference has again cancelled, here because it normalizes the weight.

Minimizing the grand potential of a sharp slab and balancing forces across a diffuse interface both give the leading-order thickness $l_0=(A/\delta\mu)^{1/3}$. What remains is to find the correction from the interface width, test the law on a lattice gas, and apply it to liquid nitrogen on silica.
